\section*{The integer part of a quantum defect and the zero-energy phase}

\section*{Comment on an argument about the size of a quantum defect}

\subsection*{The argument under review}

The manuscript, an imagined one, treats one electron without relativity, in Hartree atomic units, in a single partial wave $l$:
\begin{equation}
u''=\Big[\frac{l(l+1)}{r^2}-\frac{2}{r}+2\lambda V_s(r)-2E\Big]u ,\qquad u(0)=0 .
\label{radial}
\end{equation}
The local core potential $V_s$ vanishes for $r\ge r_0$, $rV_s$ is bounded, and $\lambda$ is a strength. A level is described by $\nu=(-2E)^{-1/2}$ and the defect $\mu_n=n-\nu_n$, with series limit $\mu$. The manuscript starts from high $s$ levels at $\nu=7.33506$, $12.33597$ and $17.33622$ and makes three claims. (i) These positions fix $\mu$: the levels lie nearest to $n=7,12,17$, so $\mu\approx-0.336$. (ii) A negative defect shows that the core repels. (iii) For an attractive core the integer part of $\mu$ is the number of levels deeper than the lowest hydrogen level, because Levinson's theorem makes the threshold phase a multiple of $\pi$.

I cannot accept any of the three. The levels quoted belong to the round-parameter model
\begin{equation}
V_s=-\frac{(Z-1)(1-r/r_0)^2}{r}\quad(r<r_0),\qquad Z=20,\quad r_0=2\ \text{bohr},\quad\lambda=1,
\label{model}
\end{equation}
which is attractive everywhere.

\subsection*{Objection 1: positions give $\mu$ only modulo one}

The label $n$ is not measured. Relabelling $n\to n+p$ with integer $p$ leaves each $\nu$ unchanged and sends $\mu\to\mu+p$. An absolute $\mu$ needs a rule for $n$. The rule used here, which reduces to hydrogen and, as shown below, keeps each label fixed while the core strength varies, is $n=n_r+l+1$, with $n_r$ the number of zeros of $u$ in $0<r<\infty$, and the task is to find $\mu$ under that rule.

\subsection*{The accumulated phase at zero energy}

Put $x=\sqrt{8r}$, $m=2l+1$, and $u=x\mathcal Z(x)/2$ with $\mathcal Z$ a Bessel function of order $m$; a dot is $d/dx$, and $d/dr=(4/x)\,d/dx$. Then
\begin{align}
u'&=2\mathcal Z/x+2\dot{\mathcal Z},\\
u''&=\frac8x\Big(\ddot{\mathcal Z}+\frac{\dot{\mathcal Z}}{x}-\frac{\mathcal Z}{x^2}\Big)=\frac8x\Big(\frac{m^2-1}{x^2}-1\Big)\mathcal Z ,
\end{align}
by Bessel's equation. Since $m^2-1=4l(l+1)$ and $r=x^2/8$, this equals $[l(l+1)/r^2-2/r]u$. The zero-energy Coulomb pair is therefore
\begin{equation}
f=\sqrt{2r}\,J_m(x),\qquad g=\sqrt{2r}\,Y_m(x),\qquad fg'-f'g=x(J_m\dot Y_m-\dot J_mY_m)=\frac2\pi ,
\end{equation}
where the $2\mathcal Z/x$ terms cancel and the Bessel Wronskian is $2/(\pi x)$. Write $f=\rho\sin\varphi$, $g=-\rho\cos\varphi$, $\rho>0$. Substitution gives $fg'-f'g=\rho^2\varphi'$, so $\varphi'=2/(\pi\rho^2)>0$. Near the origin $f>0$, $g<0$ and $f/|g|\propto r^{2l+1}$, so the continuous choice is $\varphi(0)=0$.

For the regular solution of (\ref{radial}) at $E=0$ define $A(r)$ and $\delta(r)$ by $u=AP$, $u'=AP_r$, with $P=f\cos\delta-g\sin\delta$ and $Q=f\sin\delta+g\cos\delta$; the subscript $r$ means that only $f$ and $g$ are differentiated. Note $\partial P/\partial\delta=-Q$ and $PQ_r-P_rQ=2/\pi$. Consistency of the two definitions, and the radial equation minus the Coulomb equation, give
\begin{equation}
A'P-A\delta'Q=0,\qquad A'P_r-A\delta'Q_r=2\lambda V_sAP .
\end{equation}
The second times $P$ minus the first times $P_r$ is $-A\delta'(2/\pi)=2\lambda V_sAP^2$. The second times $Q$ minus the first times $Q_r$ is $-A'(2/\pi)=2\lambda V_sAPQ$. Hence
\begin{equation}
\delta'=-\pi\lambda V_s\,(f\cos\delta-g\sin\delta)^2,\qquad A'/A=-\pi\lambda V_sPQ .
\label{phase}
\end{equation}
Regularity requires $\delta(0)=0$. Near the origin $PQ\approx fg\propto r$, so $A'/A$ is bounded and $A>0$ throughout. Beyond $r_0$ the phase is constant, and $\delta$ without argument means that constant. It is a real number, not an angle modulo $\pi$, and (\ref{phase}) makes it positive for an attractive core and negative for a repulsive one.

\subsection*{The decaying solution at large $\nu$}

For $r\ge r_0$ set $z=2r/\nu$ and $u=z^{l+1}e^{-z/2}w$. Equation (\ref{radial}) becomes $u_{zz}=[l(l+1)/z^2-\nu/z+1/4]u$, and then Kummer's equation $zw_{zz}+(b-z)w_z-aw=0$ with $a=l+1-\nu$, $b=2l+2$. The solution that grows only as $z^{-a}$ is
\begin{equation}
U=\frac1{\Gamma(a)}\int_0^\infty e^{-zt}\,t^{a-1}(1+t)^{b-a-1}dt ,
\end{equation}
continued to $a<0$ by integrating by parts, and $W=z^{l+1}e^{-z/2}U$ is the decaying Whittaker function. Let $2l$ be non-integer for the moment. Then $U=c_1M(a,b,z)+c_2z^{1-b}M(a-b+1,2-b,z)$, with $M(\cdot,\cdot,0)=1$. For $b<1$, $z\to0$ removes the second term and leaves a Beta integral, so $c_1=\Gamma(1-b)/\Gamma(a-b+1)$. For $b>1$ the second term dominates, and $t=s/z$ gives $U\to z^{1-b}\Gamma(b-1)/\Gamma(a)$, so $c_2=\Gamma(b-1)/\Gamma(a)$. Both coefficients are analytic in $a$ and in non-integer $b$, so both expressions hold everywhere. The reflection formula $\Gamma(y)\Gamma(1-y)=\pi/\sin\pi y$, with $\sin\pi b=\sin2\pi l$, $a-b+1=-l-\nu$ and $\beta=\pi(\nu-l)$, gives
\begin{align}
c_1&=\frac{\pi}{\sin 2\pi l\;\Gamma(b)}\cdot\frac{-\Gamma(\nu+l+1)\sin(\beta+2\pi l)}{\pi},\\
c_2&=\frac{-\pi}{\sin 2\pi l\;\Gamma(2-b)}\cdot\frac{\Gamma(\nu-l)\sin\beta}{\pi}.
\end{align}
The functions $z^{l+1}e^{-z/2}M(a,b,z)$ and $z^{-l}e^{-z/2}M(a-b+1,2-b,z)$ equal $\nu^{-l-1}$ and $\nu^{l}$ times the Frobenius solutions that begin as $(2r)^{l+1}$ and $(2r)^{-l}$. Those depend on $\nu$ only through $E=-1/(2\nu^2)$, analytically, and at $E=0$ they are $\Gamma(b)\sqrt{2r}J_m$ and $\Gamma(2-b)\sqrt{2r}J_{-m}$, as the leading terms of the Bessel series show. Stirling's series gives $\Gamma(\nu+p)/\Gamma(\nu+q)=\nu^{p-q}[1+(p-q)(p+q-1)/(2\nu)+O(\nu^{-2})]$; for $p=l+1$, $q=-l$ the $1/\nu$ term vanishes, so $\Gamma(\nu-l)\nu^{l}=\Gamma(\nu+l+1)\nu^{-l-1}[1+O(\nu^{-2})]$. With $D=\Gamma(\nu+l+1)\nu^{-l-1}$,
\begin{equation}
W=-\frac{D\sqrt{2r}}{\sin2\pi l}\big[\sin(\beta+2\pi l)J_m+\sin\beta\,J_{-m}+O(\nu^{-2})\big].
\end{equation}
The definition of $Y_m$ reads $J_{-m}=\cos m\pi\,J_m-\sin m\pi\,Y_m=-\cos2\pi l\,J_m+\sin2\pi l\,Y_m$. The terms $\sin\beta\cos2\pi l\,J_m$ cancel, the factor $\sin 2\pi l$ divides out, and
\begin{equation}
W=-D\,[\,f\cos\beta+g\sin\beta+O(\nu^{-2})\,]
\label{whit}
\end{equation}
at fixed $r$, with the same form for $W'$. The remainder is analytic in $l$ and is $O(\nu^{-2})$ on a small circle around an integer, where $\sin2\pi l$ is bounded away from zero; the maximum-modulus principle carries the bound to integer $l$. The program evaluates $W$ directly at $r=1,3,7$ bohr. For $l=0$ the largest error of $W/D$ relative to $\rho$ is $1.17\times10^{-3}$ at $\nu=60.3$ and $2.94\times10^{-4}$ at $\nu=120.3$, a ratio near four.

\subsection*{Matching, and the integer that matching leaves open}

The interior solution at energy $E$ differs at $r_0$ from the zero-energy one by $O(E)$. A level needs a vanishing Wronskian of $u$ and $W$ at $r_0$. The Wronskian of $f\cos\delta-g\sin\delta$ with $f\cos\beta+g\sin\beta$ is $(2/\pi)(\cos\delta\sin\beta+\sin\delta\cos\beta)$, so $\sin(\beta+\delta)=O(\nu^{-2})$, or
\begin{equation}
\nu-l+\delta/\pi=K+O(\nu^{-2}),\qquad K\ \text{an integer}.
\label{match}
\end{equation}
The form of this condition is unchanged by $\delta\to\delta+\pi$, which only shifts $K$ by one. Two cores whose phases differ by $\pi$ have the same Rydberg positions up to $O(\nu^{-2})$, which disposes of claim (i).

To tie $K$ to $n_r$, follow one high level while the strength runs from $0$ to $\lambda$. Its node number cannot change. A zero cannot appear at an interior point, since that needs $u=u'=0$ there and hence $u\equiv0$. It cannot enter at the origin, where $u\propto r^{l+1}$ with a nonzero coefficient. It cannot enter from infinity, because beyond the outer turning point $u''/u>0$ and a solution that crosses zero there grows. The level $\nu$ and the phase $\delta$ are continuous in the strength, so the left side of (\ref{match}) is continuous; while $\nu$ is large it must stay within a small distance of an integer and cannot pass to the next one, and since $\delta$ is bounded on the path, $\nu$ does stay large for large $n_r$. At zero strength $\delta=0$ and $\nu=n_r+l+1$, so $K=n_r+1$ along the whole path. Therefore
\begin{equation}
\nu_n=n-\mu+O(\nu^{-2}),\qquad n=n_r+l+1,\qquad \mu=\delta/\pi .
\label{main}
\end{equation}
In this numbering $\mu$ is positive for a core that is everywhere attractive and negative for one that is everywhere repulsive. In a numbering shifted by an unknown integer, such as the nearest-integer rule, the sign carries no such information, so claim (ii) fails. By the oscillation theorem the levels are ordered by $n_r$ without gaps, so the complete spectrum, deep levels included, does fix the integer by counting from the bottom. The limiting Rydberg positions, taken modulo one, do not; anything more that the high levels carry sits in the $O(\nu^{-2})$ terms, which (\ref{match}) leaves out.

\subsection*{Objection 2: what the integer part counts}

The angle-addition formula gives $u=A\rho\sin\theta$ with $\theta=\varphi+\delta(r)$. Near the origin (\ref{phase}) gives $\delta(r)\propto r^{2l+2}$, smaller than $\varphi\propto r^{2l+1}$, so $\theta$ starts from zero upward for either sign of $V_s$. At a node $P=0$, so $\delta'=0$ and $\theta'=\varphi'>0$: $\theta$ crosses each multiple of $\pi$ upward and once. The numbers of zeros in $(0,R]$ are $N_u=\lfloor\theta/\pi\rfloor$ and $N_f=\lfloor\varphi/\pi\rfloor$. For $R\ge r_0$ write $\varphi/\pi=j+s$ and $\mu=\lfloor\mu\rfloor+\epsilon$ with $s,\epsilon\in[0,1)$. Then
\begin{equation}
N_u-N_f=\lfloor\mu\rfloor+\lfloor s+\epsilon\rfloor=
\begin{cases}\lfloor\mu\rfloor,&0\le s<1-\epsilon,\\ \lfloor\mu\rfloor+1,&1-\epsilon\le s<1.\end{cases}
\label{excess}
\end{equation}
The statement that the integer part is the number of extra core nodes is thus true in this form: $\lfloor\mu\rfloor$ is the excess of zero-energy nodes over hydrogen, counted out to a hydrogen node that lies outside the core. Counted out to $r_0$, or to an arbitrary radius, the excess may be one larger. Its average over $s$ is $\lfloor\mu\rfloor(1-\epsilon)+(\lfloor\mu\rfloor+1)\epsilon=\mu$, and for integer $\mu$ it equals $\mu$ at every $R\ge r_0$.

The same structure holds for levels. The number below a high $\nu$ is the number of $n_r\ge0$ with $n_r+1<\nu-l+\mu$, which is $N=\lfloor\nu-l+\mu\rfloor$ provided the argument is farther than $O(\nu^{-2})$ from an integer; hydrogen has $N_H=\lfloor\nu-l\rfloor$. By the algebra of (\ref{excess}), $N-N_H=\lfloor\mu\rfloor$ just above an integer $\nu$ and $\lfloor\mu\rfloor+1$ just below it, for non-integer $\mu$. This is derived for large $\nu$ and says nothing about $\nu=l+1$, where claim (iii) does its counting.

\subsection*{Objection 3: the Levinson statement}

For $E=k^2/2>0$ take the Coulomb functions $F,G$ with $G+iF$ outgoing and of unit modulus at infinity, and $F'G-FG'=k$. The pair $f_k=\sqrt{2/\pi k}\,F$, $g_k=-\sqrt{2/\pi k}\,G$ has Wronskian $2/\pi$, so (\ref{phase}) and the node count hold unchanged and define an absolute phase shift $\delta(k)$, with $u\propto F\cos\delta+G\sin\delta$ outside the core. It is continuous in $k$ because the coefficients of (\ref{phase}) are.

At threshold, let $p$ be the local momentum, $p^2\approx k^2+2/r$ at large $r$. The WKB parameter is $|p'|/p^2=1/(r^2p^3)\le(8r)^{-1/2}$, small at large $r$ uniformly in $k$. There $-g_k+if_k$ is the outgoing WKB wave of modulus $\sqrt{2/\pi p}$. The function $-g+if=i\sqrt{2r}\,(J_m+iY_m)$ is also outgoing, with squared modulus $(x^2/4)(2/\pi x)=x/2\pi$, which is $2/\pi p$ at $k=0$, where $p=4/x$. Hence $-g_k+if_k\to e^{i\alpha}(-g+if)$ for a constant $\alpha$. The imaginary part $f\cos\alpha-g\sin\alpha$ must be regular and positive near the origin, so $\alpha=0$, $(f_k,g_k)\to(f,g)$, and $\delta(0^+)=\pi\mu$. This is Seaton's theorem with the integer included.

At $k\gg Z$, consider the model (\ref{model}). For $r<1/k$, $F\propto(kr)^{l+1}$ and $G\propto(kr)^{-l}$, so $\delta(r)$ is of order $(Z/k)(kr)^{2l+2}$ and $G\sin\delta$ is smaller than $F$ by a factor of order $Zr$. For $r>1/k$, $P^2$ is at most of order $2/\pi k$, so the further gain is at most of order $(Z/k)\ln kr_0$. Thus $\delta(\infty)=0$ on this branch, and
\begin{equation}
\delta(0^+)-\delta(\infty)=\pi\mu .
\label{lev}
\end{equation}
For $l=0$, to first order in $\delta$ and neglecting the Coulomb distortion of $F$, which is of order $(1/k)\ln kr$ in phase, set $P^2=(2/\pi k)\sin^2kr$ and $2\sin^2kr=1-\cos2kr$:
\begin{align}
\delta&\approx\frac{Z-1}{k}\int_0^{r_0}\Big(\frac1r-\frac2{r_0}+\frac r{r_0^2}\Big)(1-\cos2kr)\,dr\nonumber\\
&=\frac{Z-1}{k}\Big[\ln 2kr_0+\gamma-\tfrac32+O\big((kr_0)^{-2}\big)\Big].
\label{born}
\end{align}
The $1/r$ term gives $\ln2kr_0+\gamma-\mathrm{Ci}(2kr_0)$, with $\gamma$ Euler's constant, and the non-oscillating part of the other two gives $-2+\tfrac12$. The leading term of $-\mathrm{Ci}$, namely $-\sin(2kr_0)/2kr_0$, cancels the boundary term $+\sin(2kr_0)/2kr_0$ from integrating their cosine part by parts.

The manuscript borrows the theorem for a potential without a Coulomb tail. There the $s$-wave reference pair is $\sin kr$, $\cos kr$, and matching at $r_0$ gives $\tan(kr_0+\delta)=ku/u'\to0$ as $k\to0$ (unless $u'(r_0)=0$ at zero energy), which pins $\delta$ to a multiple of $\pi$. With the tail, $f$ and $g$ keep oscillating at $E=0$, nothing pins the phase, and the number of levels is infinite. What survives is (\ref{lev}), with $\lfloor\mu\rfloor$ as an excess over hydrogen.

\subsection*{The manuscript's own data}

The numerical check that follows this comment finds $\mu$ by three roads: extrapolation of diagonalized levels numbered from the bottom, integration of (\ref{phase}), and the position of a zero-energy node. It asserts agreement within $10^{-4}$; the printed values coincide: $\mu_s=2.66353$, $\mu_p=2.22664$, $\mu_d=1.02812$ at $\lambda=1$.

\emph{Numbering.} The level $\nu=7.33506$ has $n_r=9$ and $E=-1/(2\times7.33506^2)=-0.0092931$ hartree $=-0.25288$ eV. With $n=10$, $\mu_n=10-7.33506=2.66494$; with $n=7$, $\mu_n=-0.33506$, and the limit is $2.66353-3=-0.33647$. The manuscript has the fractional part right and has drawn a sign from its label. A core that does repel, $\lambda=-0.2$, has $\mu_s=-0.51824$ and $\lfloor\mu_s\rfloor=-1$.

\emph{A twin potential.} The strength $\lambda'=0.502673$ gives $\mu_s=1.66353$. Its level with $n_r=18$ lies at $\nu=17.33629$, against $17.33622$ for $n_r=19$ at $\lambda=1$. The gap times $\nu^2$ is $-0.0217$, $-0.0217$, $-0.0216$ for $n_r=9,14,19$, the $\nu^{-2}$ law of (\ref{match}). The low levels do distinguish the two: $0.0525$, $0.1242$, $0.2765$, $1.2860$ at $\lambda=1$ against $0.1038$, $0.2947$, $1.3024$, one level fewer below $\nu=1$.

\emph{Nodes.} The third $s$ node of $f$ lies at $12.937$ bohr. Up to it $u$ has $5$ nodes at $\lambda=1$, $4$ at $\lambda'$ and $2$ at $\lambda=-0.2$: excesses $2$, $1$ and $-1$. The next node of $u$ is at $15.775$ bohr for both $\lambda=1$ and $\lambda'$, since their outer functions differ only in sign and scale. Between it and the fourth node of $f$ the excess at $\lambda=1$ is $6-3=3$, and the phase average is $2\times0.33647+3\times0.66353=2.66353$. At $r_0$ the excess equals $\lfloor\mu\rfloor$ in all seven cases computed, and (\ref{excess}) shows why: $s+\epsilon<1$ each time. For $s$ waves $\varphi(r_0)/\pi=1.0524$, so $N_u=\lfloor1.0524+2.66353\rfloor=3$ and $N_f=1$; for $p$ waves $N_u=\lfloor0.3726+2.22664\rfloor=2$ and $N_f=0$.

\emph{Levels.} Below $\nu=12.001$ the $s$ series has $14=\lfloor12.001+2.66353\rfloor$ levels against $12$ for hydrogen, an excess of $2$; below $11.999$ it has $14$ against $11$. For $p$ the counts are $13$ against $11$ and $10$, for $d$ $11$ against $10$ and $9$. The numbers of levels below the lowest hydrogen level are $3$, $3$, $2$ for $s$, $p$, $d$, while $\lfloor\mu\rfloor=2,2,1$, so claim (iii) is one too high in each. In all seven cases that count comes out as $\lfloor\mu\rfloor+1$, the value for a point just below an integer $\nu$; this is an observation on these cases, outside the regime of the derivation and not among the tests, and it is not a rule. The $s$ defect of a low level exceeds the series limit, so when $\mu_s$ lies just below an integer the count is $\lfloor\mu\rfloor+2$: at $\lambda=0.6$, $\mu_s=1.949$ and three levels lie below $\nu=1$.

\emph{Phase.} At $k=400$ bohr$^{-1}$, (\ref{born}) gives $(19/400)(\ln1600+\gamma-\tfrac32)=0.30661$ rad against the computed $0.30651$ rad. Most of this difference is step-size error in the computed value, not error of the formula: a fourth-order Runge--Kutta step that advances the phase by $\theta$ lags by about $\theta^5/120$, and with $\theta=0.08\,t$ over the $20000$ steps in $t=(r/r_0)^{1/2}$ from near $0$ to $1$ the lag adds up to about $9\times10^{-5}$ rad. Followed by continuity, $\delta/\pi$ rises through $0.45551$, $1.54162$ and $2.54089$ at $k=60.3$, $9.09$ and $1.37$ bohr$^{-1}$ to $2.66334$ at $k=0.05$ bohr$^{-1}$, and it agrees at each of the 20 sampled values of $k$ with the phase defined by node counts. The fit to the bound levels has slope $-0.1513$ hartree$^{-1}$, which reproduces $2.66353+0.1513\times0.0092931=2.66494$ below threshold and $2.66353-0.1513\times0.00125=2.66334$ above it. That one smooth function serves both sides is not derived above. It is seen here at the single point $k=0.05$ bohr$^{-1}$, where the printed values coincide; the asserted tolerance, $5\times10^{-4}$, is wider than the shift $1.9\times10^{-4}$ from threshold and so tests only $\delta(0^+)=\pi\mu$. The threshold phase is not a multiple of $\pi$.

\subsection*{Limits of the corrected statement}

The node argument uses a local potential and one channel. For a nonlocal term such as Hartree--Fock exchange, $u=u'=0$ at a point no longer forces $u\equiv0$, so node conservation is not established by the reasoning above; with coupled channels there is no single $\delta(r)$ obeying (\ref{phase}). If $V_s$ has a tail, $P^2\le\rho^2\propto r^{1/2}$ at large $r$, so $\delta(r)$ converges when $\int^\infty r^{1/2}|V_s|\,dr$ is finite, as it is for $|V_s|\le Cr^{-3/2-\eta}$ with $\eta>0$ but not for a tail $r^{-3/2}/\ln r$; (\ref{excess}) then holds with $\delta(R)/\pi$ in place of $\mu$, and the $O(\nu^{-2})$ estimate, which used a finite $r_0$, must be redone. When $\mu$ is close to an integer, as $\mu_d=1.02812$ is, the level count is guaranteed to give $\lfloor\mu\rfloor$ only once the $O(\nu^{-2})$ term is smaller than that distance.

\subsection*{Recommendation}

The manuscript should report $\mu$ modulo one from its Rydberg data, state its numbering, and withdraw claims (ii) and (iii). If it needs the integer, and its core is a local potential in one channel, then node counts, the deep levels counted from the bottom, or the phase shift followed from high energy will each supply it.

\section*{Computed values}
\begin{verbatim}
Z = 20, r0 = 2.0 bohr, levels per series = 20
Wronskian of f,g = 0.63661977 1/bohr
l=0: Whittaker limit error 1.17e-03 (nu=60.3), 2.94e-04 (nu=120.3)
l=1: Whittaker limit error 1.40e-03 (nu=60.3), 3.51e-04 (nu=120.3)
l=2: Whittaker limit error 1.06e-03 (nu=60.3), 2.66e-04 (nu=120.3)
hydrogen check: max |nu - n| = 4.3e-10
twin strength lam' = 0.502673
l=0 lam=-0.2000: mu levels -0.51824, phase -0.51824, nodes -0.51824, floor -1
  nodes to r0: u 0, f 1, phi0/pi 1.0524; f node 3 at 12.937 bohr: u has 2, next u node 17.425 bohr
  levels (model,H): nu<12.001 (11, 12), nu<11.999 (11, 11); below lowest H level 0
l=0 lam=0.2500: mu levels 1.03779, phase 1.03779, nodes 1.03779, floor 1
  nodes to r0: u 2, f 1, phi0/pi 1.0524; f node 3 at 12.937 bohr: u has 4, next u node 21.796 bohr
  levels (model,H): nu<12.001 (13, 12), nu<11.999 (13, 11); below lowest H level 2
l=0 lam=0.5000: mu levels 1.65479, phase 1.65479, nodes 1.65479, floor 1
  nodes to r0: u 2, f 1, phi0/pi 1.0524; f node 3 at 12.937 bohr: u has 4, next u node 15.853 bohr
  levels (model,H): nu<12.001 (13, 12), nu<11.999 (13, 11); below lowest H level 2
l=0 lam=0.5027: mu levels 1.66353, phase 1.66353, nodes 1.66353, floor 1
  nodes to r0: u 2, f 1, phi0/pi 1.0524; f node 3 at 12.937 bohr: u has 4, next u node 15.775 bohr
  levels (model,H): nu<12.001 (13, 12), nu<11.999 (13, 11); below lowest H level 2
l=0 lam=1.0000: mu levels 2.66353, phase 2.66353, nodes 2.66353, floor 2
  nodes to r0: u 3, f 1, phi0/pi 1.0524; f node 3 at 12.937 bohr: u has 5, next u node 15.775 bohr
  levels (model,H): nu<12.001 (14, 12), nu<11.999 (14, 11); below lowest H level 3
l=1 lam=1.0000: mu levels 2.22664, phase 2.22664, nodes 2.22664, floor 2
  nodes to r0: u 2, f 0, phi0/pi 0.3726; f node 3 at 21.174 bohr: u has 5, next u node 30.027 bohr
  levels (model,H): nu<12.001 (13, 11), nu<11.999 (13, 10); below lowest H level 3
l=2 lam=1.0000: mu levels 1.02812, phase 1.02812, nodes 1.02812, floor 1
  nodes to r0: u 1, f 0, phi0/pi 0.0524; f node 3 at 30.812 bohr: u has 4, next u node 44.597 bohr
  levels (model,H): nu<12.001 (11, 10), nu<11.999 (11, 9); below lowest H level 2
nu, s, lam=1,  n_r=0..7: 0.0525 0.1242 0.2765 1.2860 2.3221 3.3296 4.3324 5.3338
nu, s, lam',   n_r=0..7: 0.1038 0.2947 1.3024 2.3263 3.3316 4.3336 5.3346 6.3351
nu(lam=1,n_r=9) = 7.33506, nu(lam',n_r=8) = 7.33546, gap*nu^2 = -0.0217
nu(lam=1,n_r=14) = 12.33597, nu(lam',n_r=13) = 12.33611, gap*nu^2 = -0.0217
nu(lam=1,n_r=19) = 17.33622, nu(lam',n_r=18) = 17.33629, gap*nu^2 = -0.0216
s level n_r=9: E = -0.0092931 hartree = -0.25288 eV
  node numbering n = 10: mu_n = 2.66494
  nearest-integer numbering n = 7: mu_n = -0.33506, limit -0.33647
k = 400 1/bohr: delta = 0.30651 rad, Born 0.30661 rad
k =  400.0000 1/bohr: delta/pi = 0.09756
k =   60.3055 1/bohr: delta/pi = 0.45551
k =    9.0919 1/bohr: delta/pi = 1.54162
k =    3.5302 1/bohr: delta/pi = 2.16129
k =    1.3707 1/bohr: delta/pi = 2.54089
k =    0.3316 1/bohr: delta/pi = 2.65533
k =    0.0500 1/bohr: delta/pi = 2.66334
at r0, k=0.05: scaled F -0.13330, f -0.13209; scaled G -0.79513, -g -0.79585
level fit continued to E = 0.00125 hartree: mu = 2.66334; slope -0.1513 1/hartree
\end{verbatim}
